# Why swapping the SSH dimerization flips the midgap reflection sign: verification in Python

```python
"""
Result under test: a uniform chain joined to a semi-infinite SSH array reflects
a midgap wave with r = +1 if the first array bond is the stronger one and with
r = -1 if it is the weaker one; r = -1 goes with a zero-energy end state.

Symbols (energies are frequencies E/h in MHz, measured from the site frequency):
  t0  hopping of the uniform lead (sites n <= 0);  tc  lead-array coupling
  v   first, third, ... bond of the array;  w  second, fourth, ... bond
  All Hamiltonian matrix elements between neighbours are minus these numbers.
  Lead wave: exp(ikn) + r exp(-ikn), E = -2 t0 cos k, 0 < k < pi.
  Z   weight of the end state on array site 1;  gamma  half-width of resonance
  eta amplitude decay rate of a lossy resonator (half of its linewidth)
"""
import numpy as np
from scipy import constants

rng = np.random.default_rng(7)


def wave_number(E, t0):
    return np.arccos(-E / (2 * t0))


def ssh_matrix(cells, v, w):
    bonds = np.array([v if j % 2 == 0 else w for j in range(2 * cells - 1)], float)
    return -np.diag(bonds, 1) - np.diag(bonds, -1)


def reflect_bloch(E, t0, tc, v, w):
    """Match the lead to the decaying eigenvector of the cell transfer matrix."""
    cell = np.array([[-w / v, -E / v], [E / v, (E * E / v - v) / w]])
    factors, vectors = np.linalg.eig(cell)
    before, first = vectors[:, np.argmin(abs(factors))]
    psi0 = w * before / tc
    psi_minus1 = -(E * psi0 + tc * first) / t0
    k = wave_number(E, t0)
    waves = np.array([[1, 1], [np.exp(-1j * k), np.exp(1j * k)]])
    incoming, outgoing = np.linalg.solve(waves, np.array([psi0, psi_minus1]))
    return outgoing / incoming


def reflect_direct(E, H, t0, tc):
    """Solve the lattice equations for r and all amplitudes of a finite array."""
    size = len(H)
    k = wave_number(E, t0)
    A = np.zeros((size + 1, size + 1), complex)
    rhs = np.zeros(size + 1, complex)
    A[0, 0] = E + t0 * np.exp(1j * k)
    A[0, 1] = tc
    rhs[0] = -(E + t0 * np.exp(-1j * k))
    A[1:, 1:] = E * np.eye(size) - H
    A[1, 0] = tc
    rhs[1] = -tc
    solution = np.linalg.solve(A, rhs)
    return solution[0], solution[1:]


def reflect_formula(E, t0, tc, v, w):
    """Closed form inside the gap, E not zero."""
    D = E**2 + w**2 - v**2
    g = (D + np.sqrt(D**2 - 4 * E**2 * w**2)) / (2 * E * w**2)
    k = wave_number(E, t0)
    return -(t0 * np.exp(1j * k) + tc**2 * g) / (t0 * np.exp(-1j * k) + tc**2 * g)


# Example: microwave resonator array, rough typical values
f0, t0, tc, weak, strong = 6000.0, 100.0, 50.0, 60.0, 100.0
quality, site_scatter, second_hop, bond_scatter = 1e5, 2.0, 2.0, 0.05
temperature = 0.020
half_gap = strong - weak
Z = 1 - (weak / strong)**2
gamma = tc**2 * Z / t0
eta = f0 / quality / 2

# Midgap values for the example and for random couplings
r_end = reflect_bloch(0.0, t0, tc, weak, strong)
r_plain = reflect_bloch(0.0, t0, tc, strong, weak)
worst_midgap = 0.0
for _ in range(300):
    a, b, c, d = rng.uniform(0.2, 2.0, 4)
    if abs(c - d) > 0.01:
        expected = 1.0 if c > d else -1.0
        worst_midgap = max(worst_midgap, abs(reflect_bloch(0.0, a, b, c, d) - expected))
assert worst_midgap < 1e-9
assert abs(r_end + 1) < 1e-12 and abs(r_plain - 1) < 1e-12

# Closed form against two direct calculations across the gap
worst_gap = 0.0
for v, w in ((weak, strong), (strong, weak)):
    H = ssh_matrix(60, v, w)
    for E in (-35.0, -10.0, -0.5, 0.5, 10.0, 35.0):
        formula = reflect_formula(E, t0, tc, v, w)
        worst_gap = max(worst_gap, abs(formula - reflect_bloch(E, t0, tc, v, w)),
                        abs(formula - reflect_direct(E, H, t0, tc)[0]),
                        abs(abs(formula) - 1))
assert worst_gap < 1e-8

# Scattering-state amplitudes next to midgap
_, psi_end = reflect_direct(1e-6, ssh_matrix(60, weak, strong), t0, tc)
_, psi_plain = reflect_direct(1e-6, ssh_matrix(60, strong, weak), t0, tc)
assert abs(psi_end[0] - 2j * t0 / tc) < 1e-5
assert abs(psi_end[2] / psi_end[0] + weak / strong) < 1e-5
assert abs(psi_end[1]) < 1e-5 and abs(psi_plain[0]) < 1e-5
assert abs(psi_plain[1] + 2 * tc / strong) < 1e-5

# Zero modes of the detached array (it has two ends)
counts, weights = [], []
for v, w in ((weak, strong), (strong, weak)):
    levels, modes = np.linalg.eigh(ssh_matrix(40, v, w))
    near_zero = abs(levels) < 1.0
    counts.append(int(near_zero.sum()))
    weights.append(float((modes[0, near_zero]**2).sum()))
assert counts == [2, 0] and abs(weights[0] - Z) < 1e-8

# Phase slopes at midgap and resonance form
step = 0.01
slopes = []
for v, w in ((weak, strong), (strong, weak)):
    ratio = reflect_bloch(step, t0, tc, v, w) / reflect_bloch(-step, t0, tc, v, w)
    slopes.append(np.angle(ratio) / (2 * step))
slope_end = 2 / gamma
slope_plain = (1 + 2 * tc**2 / (strong**2 - weak**2)) / t0
assert abs(slopes[0] / slope_end - 1) < 1e-4
assert abs(slopes[1] / slope_plain - 1) < 1e-4
pole_error = abs(reflect_bloch(4.0, t0, tc, weak, strong)
                 - (4 - 1j * gamma) / (4 + 1j * gamma))
assert pole_error < 0.01
delay_ns = [1e3 * s / (2 * np.pi) for s in slopes]

# Gap closing: equal bonds, outgoing wave imposed at the far end
equal = 80.0
H = ssh_matrix(15, equal, equal).astype(complex)
H[-1, -1] = -1j * equal
r_closed = reflect_direct(0.0, H, t0, tc)[0]
assert abs(r_closed - (t0 - tc**2 / equal) / (t0 + tc**2 / equal)) < 1e-10

# Wave packet sent at both arrays; compare the two reflected packets
lead_sites, start, width, cells = 700, -300, 40.0, 40
positions = np.arange(-lead_sites + 1, 1)
packet = np.exp(-(positions - start)**2 / (4 * width**2) + 0.5j * np.pi * positions)
packet = np.concatenate([packet / np.linalg.norm(packet), np.zeros(2 * cells)])
duration = 2 * abs(start) / (2 * t0)
finals = []
for v, w in ((weak, strong), (strong, weak)):
    bonds = np.concatenate([np.full(lead_sites - 1, t0), [tc],
                            [v if j % 2 == 0 else w for j in range(2 * cells - 1)]])
    levels, modes = np.linalg.eigh(-np.diag(bonds, 1) - np.diag(bonds, -1))
    finals.append(modes @ (np.exp(-1j * levels * duration) * (modes.T @ packet)))
packet_overlap = np.vdot(finals[1], finals[0])
shift_k = np.linspace(-6, 6, 2000) / (2 * width)
spectrum = np.exp(-2 * width**2 * shift_k**2)
spectrum /= spectrum.sum()
E_k = -2 * t0 * np.cos(np.pi / 2 + shift_k)
spectral_overlap = np.sum(spectrum * reflect_formula(E_k, t0, tc, weak, strong)
                          * np.conj(reflect_formula(E_k, t0, tc, strong, weak)))
assert abs(packet_overlap - spectral_overlap) < 1e-3
assert packet_overlap.real < -0.9

# Finite lossless array: r = +1 at exact midgap, -1 outside a narrow window
short = 10
H_short = ssh_matrix(short, weak, strong)
r_short = reflect_direct(0.0, H_short, t0, tc)[0]
window = t0 * (strong**2 - weak**2) / (tc**2 * ((strong / weak)**(2 * short) - 1))
r_window = reflect_direct(window, H_short, t0, tc)[0]
r_outside = reflect_direct(30 * window, H_short, t0, tc)[0]
assert abs(r_short - 1) < 1e-8
assert abs(r_window.real) < 0.01
assert r_outside.real < -0.95

# Internal loss of the array resonators
H_long = ssh_matrix(60, weak, strong)
r_loss = reflect_direct(0.0, H_long - 1j * eta * np.eye(120), t0, tc)[0]
assert abs(r_loss - (eta - gamma) / (eta + gamma)) < 1e-6
eta_big = 2 * gamma
r_big_loss = reflect_direct(0.0, H_long - 1j * eta_big * np.eye(120), t0, tc)[0]
assert r_big_loss.real > 0.1 and abs(r_big_loss.imag) < 1e-9
r_short_loss = reflect_direct(0.0, H_short - 1j * eta * np.eye(2 * short), t0, tc)[0]

# Array of the example: 20 cells with loss, plus imperfections
cells = 20
size = 2 * cells
lossy = ssh_matrix(cells, weak, strong) - 1j * eta * np.eye(size)
lossy_swapped = ssh_matrix(cells, strong, weak) - 1j * eta * np.eye(size)
r_array = reflect_direct(0.0, lossy, t0, tc)[0]
r_array_swapped = reflect_direct(0.0, lossy_swapped, t0, tc)[0]
assert r_array.real < -0.99 and r_array_swapped.real > 0.99

profile = np.zeros(size)
profile[::2] = Z * (weak / strong)**(2 * np.arange(cells))
turns, turns_swapped, mismatch = [], [], 0.0
for _ in range(400):
    offsets = rng.normal(0, site_scatter, size)
    turn = np.angle(-reflect_direct(0.0, lossy + np.diag(offsets), t0, tc)[0])
    predicted = -2 * np.arctan(profile @ offsets / gamma)
    mismatch = max(mismatch, abs(turn - predicted))
    turns.append(turn)
    turns_swapped.append(np.angle(
        reflect_direct(0.0, lossy_swapped + np.diag(offsets), t0, tc)[0]))
assert mismatch < 0.02
rms_turn = np.degrees(np.sqrt(np.mean(np.square(turns))))
rms_turn_swapped = np.degrees(np.sqrt(np.mean(np.square(turns_swapped))))

second = -second_hop * (np.eye(size, k=2) + np.eye(size, k=-2))
turn_second = np.angle(-reflect_direct(0.0, lossy + second, t0, tc)[0])
shift_second = 2 * second_hop * weak / strong
predicted_second = -2 * np.arctan(shift_second / gamma)
assert abs(turn_second / predicted_second - 1) < 0.05

bond_imag, bond_largest = 0.0, -1.0
for _ in range(200):
    bonds = -np.diag(lossy, 1).real * (1 + bond_scatter * rng.normal(size=size - 1))
    H = -np.diag(bonds, 1) - np.diag(bonds, -1) - 1j * eta * np.eye(size)
    value = reflect_direct(0.0, H, t0, tc)[0]
    bond_imag = max(bond_imag, abs(value.imag))
    bond_largest = max(bond_largest, value.real)
assert bond_imag < 1e-9 and bond_largest < -0.98

# Counter-rotating terms: full quadratic Hamiltonian of coupled oscillators
h = ssh_matrix(5, weak, strong)
full = np.block([[f0 * np.eye(10) + h, h], [-h, -f0 * np.eye(10) - h]])
found = np.sort(np.linalg.eigvals(full).real)[10:]
mapped = np.sort(np.sqrt(f0**2 + 2 * f0 * np.linalg.eigvalsh(h)))
assert np.max(abs(found - mapped)) < 1e-6
edge_shift = np.sqrt(f0**2 + 2 * f0 * half_gap) - f0 - half_gap
photons = 1 / np.expm1(constants.h * f0 * 1e6 / (constants.k * temperature))
lead_loss = 1 - np.exp(-eta / (2 * t0))

print(f"resonator frequency: {f0 / 1e3:.1f} GHz")
print(f"lead hopping t0, coupling tc: {t0:.0f}, {tc:.0f} MHz")
print(f"weak and strong array bonds: {weak:.0f}, {strong:.0f} MHz")
print(f"half gap: {half_gap:.0f} MHz")
print(f"r(0), weak bond first: {r_end.real:+.6f}")
print(f"r(0), strong bond first: {r_plain.real:+.6f}")
print(f"largest midgap error, random couplings: {worst_midgap:.1e}")
print(f"largest error of r(E) formula in gap: {worst_gap:.1e}")
print(f"near-zero modes, detached 40 cells, weak first: {counts[0]}")
print(f"near-zero modes, detached 40 cells, strong first: {counts[1]}")
print(f"end-state weight on site 1, formula: {Z:.4f}")
print(f"end-state weight on site 1, diagonalized: {weights[0]:.4f}")
print(f"|psi_1| at midgap, weak first: {abs(psi_end[0]):.4f}")
print(f"psi_3/psi_1 at midgap, weak first: {(psi_end[2] / psi_end[0]).real:.4f}")
print(f"psi_2 at midgap, strong first: {psi_plain[1].real:.4f}")
print(f"resonance half-width gamma: {gamma:.2f} MHz")
print(f"error of one-pole form at 4 MHz: {pole_error:.1e}")
print(f"delay at midgap, weak first: {delay_ns[0]:.2f} ns")
print(f"delay at midgap, strong first: {delay_ns[1]:.2f} ns")
for E in (-20.0, -4.0, 0.0, 4.0, 20.0):
    p = np.degrees(np.angle(-reflect_bloch(E, t0, tc, weak, strong))) + 180
    q = np.degrees(np.angle(reflect_bloch(E, t0, tc, strong, weak)))
    print(f"phase at {E:+.0f} MHz, weak/strong first: {p:.2f} / {q:.2f} deg")
print(f"r(0) at gap closing, both bonds {equal:.0f} MHz: {r_closed.real:+.4f}")
print(f"packet rms width in energy: {t0 / width:.2f} MHz")
print(f"packet overlap, time evolution (real part): {packet_overlap.real:+.4f}")
print(f"packet overlap, spectral average (real part): {spectral_overlap.real:+.4f}")
print(f"lossless 10 cells, weak first, r(0): {r_short.real:+.4f}")
print(f"half-width of that window: {window * 1e3:.2f} kHz")
print(f"Re r at 30 half-widths: {r_outside.real:+.4f}")
print(f"internal quality factor (rough): {quality:.0e}")
print(f"amplitude decay rate eta: {eta * 1e3:.1f} kHz")
print(f"r(0) with loss, 60 cells, weak first: {r_loss.real:+.5f}")
print(f"r(0) with loss, 10 cells, weak first: {r_short_loss.real:+.4f}")
print(f"r(0) with loss, 20 cells, weak first: {r_array.real:+.5f}")
print(f"r(0) with loss, 20 cells, strong first: {r_array_swapped.real:+.5f}")
print(f"r(0) if eta were {eta_big:.0f} MHz, weak first: {r_big_loss.real:+.4f}")
print(f"site-frequency scatter (rough, rms): {site_scatter:.1f} MHz")
print(f"rms phase error from it, weak first: {rms_turn:.2f} deg")
print(f"rms phase error from it, strong first: {rms_turn_swapped:.2f} deg")
print(f"second-neighbour coupling (rough): {second_hop:.1f} MHz")
print(f"end-state shift from it: {shift_second:.2f} MHz")
print(f"phase error from it, solved: {np.degrees(turn_second):.2f} deg")
print(f"phase error from it, formula: {np.degrees(predicted_second):.2f} deg")
print(f"bond scatter (rough, rms): {100 * bond_scatter:.0f} percent")
print(f"least negative r(0) with bond scatter: {bond_largest:+.5f}")
print(f"counter-rotating shift at upper gap edge: {edge_shift:.3f} MHz")
print(f"amplitude lost per lead site: {100 * lead_loss:.3f} percent")
print(f"thermal photons per mode at {temperature * 1e3:.0f} mK: {photons:.1e}")
print("finished without a failed check")
```

It prints:

```
resonator frequency: 6.0 GHz
lead hopping t0, coupling tc: 100, 50 MHz
weak and strong array bonds: 60, 100 MHz
half gap: 40 MHz
r(0), weak bond first: -1.000000
r(0), strong bond first: +1.000000
largest midgap error, random couplings: 1.7e-16
largest error of r(E) formula in gap: 9.8e-14
near-zero modes, detached 40 cells, weak first: 2
near-zero modes, detached 40 cells, strong first: 0
end-state weight on site 1, formula: 0.6400
end-state weight on site 1, diagonalized: 0.6400
|psi_1| at midgap, weak first: 4.0000
psi_3/psi_1 at midgap, weak first: -0.6000
psi_2 at midgap, strong first: -1.0000
resonance half-width gamma: 16.00 MHz
error of one-pole form at 4 MHz: 2.9e-03
delay at midgap, weak first: 19.89 ns
delay at midgap, strong first: 2.83 ns
phase at -20 MHz, weak/strong first: 67.81 / -21.28 deg
phase at -4 MHz, weak/strong first: 151.76 / -4.09 deg
phase at +0 MHz, weak/strong first: 180.00 / 0.00 deg
phase at +4 MHz, weak/strong first: 208.24 / 4.09 deg
phase at +20 MHz, weak/strong first: 292.19 / 21.28 deg
r(0) at gap closing, both bonds 80 MHz: +0.5238
packet rms width in energy: 2.50 MHz
packet overlap, time evolution (real part): -0.9660
packet overlap, spectral average (real part): -0.9660
lossless 10 cells, weak first, r(0): +1.0000
half-width of that window: 9.36 kHz
Re r at 30 half-widths: -0.9995
internal quality factor (rough): 1e+05
amplitude decay rate eta: 30.0 kHz
r(0) with loss, 60 cells, weak first: -0.99626
r(0) with loss, 10 cells, weak first: -0.5222
r(0) with loss, 20 cells, weak first: -0.99623
r(0) with loss, 20 cells, strong first: +0.99977
r(0) if eta were 32 MHz, weak first: +0.3017
site-frequency scatter (rough, rms): 2.0 MHz
rms phase error from it, weak first: 9.82 deg
rms phase error from it, strong first: 0.63 deg
second-neighbour coupling (rough): 2.0 MHz
end-state shift from it: 2.40 MHz
phase error from it, solved: -17.09 deg
phase error from it, formula: -17.06 deg
bond scatter (rough, rms): 5 percent
least negative r(0) with bond scatter: -0.99546
counter-rotating shift at upper gap edge: -0.132 MHz
amplitude lost per lead site: 0.015 percent
thermal photons per mode at 20 mK: 5.6e-07
finished without a failed check
```
